# The Mott-Gurney Law for Space-Charge-Limited Current in an Insulating Film

## A current without resident carriers

Take an insulating film 1000 nm thick, with relative permittivity 3 and hole mobility $10^{-4}$ cm²/Vs, that holds no mobile carriers of its own. With 20 V across it and a contact that supplies holes freely, the drift model below gives a current density of 11.95 mA/cm². Ohm's law with the film's own carrier density would give zero. The carriers must come from the contact, and something must limit how many enter. That limit is their own electric field.

## The model

The film fills $0<x<L$ and is uniform in the other two directions. Holes of charge $q>0$ enter at $x=0$ and leave at $x=L$. Their density is $p(x)$, and their mobility $\mu$ is the same at every position and field. The permittivity $\varepsilon$ is uniform. There are no traps, dopants or electrons, the state is steady, and diffusion is neglected at first.

The field $E$ is positive when it points towards $x=L$. The voltage is the electrostatic drop across the film,

$$V=\int_0^L E\,dx>0 .$$

If the contacts have different work functions, $V$ is the applied voltage minus the built-in voltage. For injected electrons the signs of charge and field reverse, and the current magnitude is unchanged.

Two equations govern the film. Charge conservation in the steady state makes the current density $J$ independent of $x$, and Gauss's law ties the field to the charge:

$$J=q\mu pE,\qquad \varepsilon\frac{dE}{dx}=qp. \tag{1}$$

## The field for any entry condition

Gauss's law gives $qp=\varepsilon\,dE/dx$. Inserted in the current equation, this yields

$$J=\varepsilon\mu E\frac{dE}{dx}=\frac{\varepsilon\mu}{2}\frac{d(E^2)}{dx}.$$

Since $J$ is constant, integration from the contact, where $E(0)=E_0\ge0$, gives

$$E(x)=\sqrt{E_0^2+\frac{2Jx}{\varepsilon\mu}}. \tag{2}$$

The derivative of $(E_0^2+2Jx/\varepsilon\mu)^{3/2}$ is $(3J/\varepsilon\mu)$ times the square root in (2). Hence

$$V=\frac{\varepsilon\mu}{3J}\left[\left(E_0^2+\frac{2JL}{\varepsilon\mu}\right)^{3/2}-E_0^3\right]. \tag{3}$$

One condition is still missing: the value of $E_0$.

## What ohmic injection means

If the contact holds a finite density $p_c$, the drift equation at $x=0$ requires $E_0=J/(q\mu p_c)$. A contact with a very large reservoir therefore has $E_0\to0$. In this drift-only model, that is the meaning of ohmic injection.

The same condition gives the largest current at a given voltage. By (2), the field at every $x>0$ rises when either $J$ or $E_0$ rises, and so does its integral $V$. If $V$ is held fixed, a larger $E_0$ must be paid for by a smaller $J$.

As an example, let $E_0=0.5\,V/L$ and write $J=a\,\varepsilon\mu V^2/L^3$. Equation (3) becomes

$$3a=(0.25+2a)^{3/2}-0.125,$$

which is solved by $a=0.808$. Direct integration of the drift equations gives a current 0.718 times the one for $E_0=0$, in agreement with $0.808/1.125$.

For a contact density of $10^{19}$ cm$^{-3}$ in our film, $E_0$ is 75 V/cm. The mean field $V/L$ is $2\times10^5$ V/cm, so setting $E_0=0$ is well justified within the drift model.

## The current law

With $E_0=0$, equation (3) reduces to

$$V=\frac{\varepsilon\mu}{3J}\left(\frac{2JL}{\varepsilon\mu}\right)^{3/2}
=\frac{2}{3}\sqrt{\frac{2J}{\varepsilon\mu}}\,L^{3/2}.$$

Squaring gives $V^2=(4/9)(2J/\varepsilon\mu)L^3=8JL^3/(9\varepsilon\mu)$, and therefore

$$\boxed{J=\frac{9}{8}\,\varepsilon\mu\,\frac{V^2}{L^3}} \tag{4}$$

This is the Mott-Gurney law. For the example, $\varepsilon=3\times8.854\times10^{-14}=2.656\times10^{-13}$ F/cm and $L=10^{-4}$ cm, so

$$J=\frac98\,(2.656\times10^{-13})(10^{-4})\frac{20^2}{(10^{-4})^3}
=1.195\times10^{-2}\ \text{A/cm}^2 .$$

This equals 119.5 A/m².

## Profiles, charge and transit time

Inserting (4) in (2) gives $E^2=(9V^2/4L^3)\,x$. The field, and the density that follows from Gauss's law, are

$$E=\frac{3V}{2L}\sqrt{\frac{x}{L}},\qquad
p=\frac{3\varepsilon V}{4qL^2}\sqrt{\frac{L}{x}}. \tag{5}$$

The exit field is 1.5 times the mean field, here 0.3 MV/cm. The density falls to $2.5\times10^{15}$ cm$^{-3}$ at the exit and averages twice that value. It diverges at the injecting contact, but as $x^{-1/2}$, so the total charge is finite.

That charge per area follows from Gauss's law across the film:

$$Q=\varepsilon[E(L)-E(0)]=\frac32\frac{\varepsilon V}{L}.$$

A parallel-plate capacitor would hold $\varepsilon V/L$. The factor $3/2$ comes from where the charge sits. Integrating $V=\int E\,dx$ by parts with $E(0)=0$ gives

$$V=\frac1\varepsilon\int_0^L qp\,(L-x)\,dx .$$

With $p\propto x^{-1/2}$ the mean hole position is

$$\frac{\int_0^L x^{1/2}dx}{\int_0^L x^{-1/2}dx}=\frac{(2/3)L^{3/2}}{2L^{1/2}}=\frac L3 .$$

Hence $V=Q(2L/3)/\varepsilon$. Charge spread through the film produces less voltage than the same charge on the plate at $x=0$, so more of it fits.

A hole moves at speed $\mu E$ and crosses the film in

$$t=\int_0^L\frac{dx}{\mu E}=\frac{2L^{3/2}}{3\mu V}\int_0^L x^{-1/2}dx=\frac{4L^2}{3\mu V}.$$

The current is the stored charge divided by the transit time:

$$\frac Qt=\frac{3\varepsilon V}{2L}\cdot\frac{3\mu V}{4L^2}=\frac98\varepsilon\mu\frac{V^2}{L^3}.$$

This explains the scaling. One factor $V$ comes from the amount of charge and the other from its speed. In the example $Q=0.080$ µC/cm² and $t=6.7$ µs.

A simulation that does not assume a steady state tests these coefficients. Charge sheets, each carrying $1/400$ of $\varepsilon V/L$, enter whenever the contact field can supply one, and then drift in the field of all the others. After the start-up period, the current is 1.124 in units of $\varepsilon\mu V^2/L^3$, and the charge is 1.497 in units of $\varepsilon V/L$. The derived values are 1.125 and 1.5.

## Where diffusion enters

Diffusion cannot be negligible right at the contact. With diffusion coefficient $D=\mu kT/q$ (the Einstein relation for a dilute carrier gas), the ratio of diffusion to drift current in the profile (5) is

$$\frac{D|dp/dx|}{\mu pE}=\frac{kT}{q}\,\frac{1}{2x}\,\frac{2L^{3/2}}{3Vx^{1/2}}
=\frac{kT}{3qV}\left(\frac Lx\right)^{3/2}.$$

It reaches one at $x=L(kT/3qV)^{2/3}$, about 6 nm in our film at 300 K. To find what this layer does to the current, we restore the diffusion term.

Let $s=x/L$, $v=qV/kT$, $e=qEL/kT$ and $n=q^2L^2p/(\varepsilon kT)$, and measure current as $j=JL^3/[\varepsilon\mu(kT/q)^2]$. A prime now means $d/ds$. Gauss's law becomes $e'=n$, and the current equation is

$$j=ne-n'=ee'-e''.$$

Both terms on the right are derivatives, so

$$\frac{e^2}{2}-e'=js+c, \tag{6}$$

with $c$ a constant. The substitution $e=-2u'/u$ gives $e'=-2u''/u+2u'^2/u^2$. The squared terms cancel in (6), leaving

$$u''=\tfrac12(js+c)\,u. \tag{7}$$

**Low voltage.** Let both contacts hold the same large density $n_c$. At zero bias $j=0$, and the symmetric solution of (7), with $c=-2k^2$, is $u=\cos[k(s-\tfrac12)]$. Then $e=2k\tan[k(s-\tfrac12)]$ and

$$n=e'=\frac{2k^2}{\cos^2[k(s-\tfrac12)]}.$$

A large density at $s=0$ and $s=1$ requires $k\to\pi$. The film is thus filled by diffusion from its contacts even without bias.

For a small bias, write $e=-\phi'$, so that $j=-n(\phi+\ln n)'$. Divide by $n$ and integrate. Since $\ln n$ is equal at the two ends, only the potential drop $v$ remains. To first order in $v$ the equilibrium density may be used:

$$v=j\int_0^1\frac{ds}{n}=\frac{j}{2k^2}\int_0^1\cos^2[k(s-\tfrac12)]\,ds
=\frac{j}{4k^2}\left(1+\frac{\sin k}{k}\right)\to\frac{j}{4\pi^2}.$$

Hence $j=4\pi^2v$: the current is linear in voltage but still varies as $L^{-3}$. A numerical solution of the drift-diffusion equations, with contacts of $10^{19}$ cm$^{-3}$ and a bias of $0.3\,kT/q$, gives a slope of 39.27 against $4\pi^2=39.48$. The finite contact density lowers the slope, because $k$ is then slightly below $\pi$ and $\sin k$ is positive.

The line meets the Mott-Gurney curve where $4\pi^2v=9v^2/8$, or $V=(32\pi^2/9)kT/q$. At 300 K this is 0.91 V, whatever the thickness. Neither law holds at the crossing itself: there the full solution gives about twice the value of either, with a local power of about 1.6. The square law needs voltages well above this value.

**High voltage.** Define $z=(j/2)^{1/3}(s+c/j)$. Equation (7) becomes $d^2u/dz^2=zu$, Airy's equation. A field pointing towards the exit needs a decaying $u$, so in the interior $u$ is the Airy function $\mathrm{Ai}(z)$. The growing solution matters in a thin layer at the exit contact.

Near a zero $s_0$ of $u$, $e\approx-2/(s-s_0)$ and $n\approx2/(s-s_0)^2$. A dense injecting contact therefore lies just to the right of a zero. No zero may lie inside the film, where $n$ is finite, so this is the last zero of $\mathrm{Ai}$, at $z=a_1$ with $|a_1|=2.338$. Setting $z=a_1$ at $s=0$ gives

$$\frac cj=-\delta,\qquad \delta=|a_1|\left(\frac2j\right)^{1/3}.$$

Away from the contacts $e'$ is small beside $e^2/2$, and (6) gives $e\approx\sqrt{2j(s-\delta)}$. This is the Mott-Gurney field with its origin moved into the film by $\delta L$. Integrating from $\delta$ to 1 gives

$$v\approx\tfrac23\sqrt{2j}\,(1-\delta)^{3/2},\qquad
j\approx\tfrac98v^2(1-\delta)^{-3}\approx\tfrac98v^2(1+3\delta).$$

With $j\approx9v^2/8$ inside $\delta$,

$$\frac{J}{J_{\rm MG}}\approx1+3|a_1|\left(\frac{16}{9}\right)^{1/3}\left(\frac{kT}{qV}\right)^{2/3}, \tag{8}$$

where $J_{\rm MG}$ is the value (4). This is the leading correction at large $v$ for dense contacts. The contact layers add smaller terms to $v$, and these are dropped.

The numerical drift-diffusion solution for the 1000 nm film, with both contacts at $10^{19}$ cm$^{-3}$, gives these excesses over (4):

| Voltage | Numerical | Equation (8) |
|---|---:|---:|
| 5 V | 28.4 % | 25.4 % |
| 10 V | 17.1 % | 16.0 % |
| 20 V | 10.3 % | 10.1 % |

Diffusion thus raises the current at 20 V from 11.95 to 13.2 mA/cm². The close match at 20 V is partly a cancellation: the dropped terms raise the excess to 10.9 % for infinitely dense contacts, and the finite contact density lowers it again. At leading order the shift $\delta L$ is about 34 nm, one third of 10.1 % of the thickness; in the full solution $-c/j$ corresponds to about 32 nm. The field vanishes 17 nm inside the film, not at the contact. Between the contact and the point of zero field, holes diffuse forward against a backward field. At mid-film the field is 1.08 times $V/L$, against 1.06 in the drift model.

The slow decrease as $V^{-2/3}$ has a practical consequence. At 20 V the voltage is almost 800 times $kT/q$, yet with contacts of $10^{19}$ cm$^{-3}$ neglecting diffusion still costs a tenth of the current. The excess depends on the contact density: it is about 9 % at $10^{18}$ cm$^{-3}$ and 6 % at $10^{17}$ cm$^{-3}$.

## The example beside real films

The permittivity and mobility are rough typical values for the small-molecule arylamine layers that carry holes in organic light-emitting devices. The thickness is not typical: working layers are often nearer 100 nm, and 20 V is correspondingly high. At the same mean field, a 250 nm film would have 5 V across it, and (8) would then give an excess of about 25 %. In real films the assumptions of uniform mobility, absent traps and free injection can all fail. The estimates below use rough inputs and change one thing at a time, with the voltage at 20 V. Percentages are relative to the drift-only current (4).

**Mobility.** Hopping mobility often rises with field. Take $\mu(E)=\mu\exp[\gamma(\sqrt E-\sqrt{E_m})]$, with $\gamma=10^{-3}$ (cm/V)$^{1/2}$ and $E_m$ fixed at 0.2 MV/cm, the mean field at 20 V. The current changes by −6.8 %, and near 20 V it grows as $V^{2.19}$. Diffusion acts the other way: from the table, doubling the voltage from 10 to 20 V multiplies the current by $4\times1.103/1.171=3.77$, a mean power of 1.91. The two deviations can partly cancel, so a measured power near 2 does not by itself establish the assumptions behind (4).

**Fixed charge and traps.** Ionized acceptors at $10^{14}$ cm$^{-3}$ raise the current by 2.0 %, because their negative charge offsets part of the hole charge. Permanently filled hole traps of the same density lower it by 2.0 %. Shallow traps act differently. If a constant fraction $\theta$ of the injected charge is mobile, then $J=q\theta\mu pE$ with $p$ the total density, and the derivation repeats with $\theta\mu$ in place of $\mu$. The square law survives, but it yields $\theta\mu$.

**Voltage and temperature.** Overlooking a built-in voltage of 0.5 V that opposes the applied 20 V overstates the drop: the true current is 4.9 % lower. For heat flowing straight through 0.7 mm of glass with conductivity 1 W/(m K) to a cold rear face, the temperature rise is

$$\Delta T=\frac{JVd}{\kappa}=\frac{119.5\times20\times7\times10^{-4}}{1}=1.67\ \text{K},$$

where $d$ and $\kappa$ are the thickness and conductivity of the glass. With a mobility activation energy of 0.3 eV this raises the current by about 7 %, before any feedback on the heating.

**Degeneracy.** In a Gaussian density of states of width 0.08 eV with $10^{21}$ sites/cm³, $D$ exceeds $\mu kT/q$ by 1.3 % at the mean hole density and by 40 % at the contact density. The diffusion estimate is thus least reliable in the layer next to the contact; the effect on the current was not computed.

**Other carriers and breakdown.** For a 1 eV barrier against electrons at the exit contact, and the free-electron mass, the tunnelling exponent is 228 and thermionic emission, with the barrier lowered by 0.12 eV through the image force, gives about $2\times10^{-5}$ mA/cm². Both estimates use the exit field of the drift model, and both currents are negligible here. That field is 0.3 of a rough breakdown field of 1 MV/cm. With diffusion, the holes held at a dense exit contact raise the field in the last few nanometres: for $10^{19}$ cm$^{-3}$, equation (6) gives about 0.64 MV/cm at the contact itself, falling to 0.33 MV/cm within 2 nm. At the injecting contact the backward field reaches about 0.56 MV/cm. These layers are only a few times the 1 nm site spacing, where a continuum model is marginal, so the contact values are rough.

Mobility that depends on carrier density and field together, as disorder can produce, is outside these estimates. So is the combined effect of the separate changes. The numerical output lists the inputs and results.

When (4) is used to extract a mobility, thickness also deserves care. At fixed measured $J$ and $V$, $\mu\propto L^3$, so a small relative error in $L$ enters three times over. Measuring films of several thicknesses at the same voltage tests the $L^{-3}$ law, but with very dense contacts it does not expose diffusion: both the low-voltage line and the leading correction (8) then keep that same dependence. Varying the voltage can, within the model of two equal dense contacts without built-in voltage or dopants: below about 0.1 V the current is nearly linear in voltage, and the local power rises gradually, to about 1.3 at 0.3 V, 1.6 at 0.91 V and 1.9 at 20 V. In a real film a linear region is not by itself proof of diffusion from the contacts: the line $j=4\pi^2v$ equals ohmic conduction by a uniform density $4\pi^2\varepsilon kT/(q^2L^2)$, only $1.7\times10^{14}$ cm$^{-3}$ in our film, so slight doping also gives a linear current of similar size.

## Values computed for the example and the checks

```
Thickness: 1000 nm
Voltage: 20 V
Relative permittivity: 3
Mobility: 0.0001 cm2/Vs
Temperature: 300 K
Thermal voltage: 25.85 mV
Mott-Gurney current: 11.95 mA/cm2
Mott-Gurney current: 119.5 A/m2
Mean field: 0.2 MV/cm
Exit field: 0.3 MV/cm
Mean hole density: 4.974e+15 cm^-3
Exit hole density: 2.487e+15 cm^-3
Stored charge: 0.07969 uC/cm2
Transit time: 6.667 us
Sheet test: current coefficient: 1.124
Sheet test: charge coefficient: 1.497
Sheet test: transit coefficient: 1.332
Current ratio with entry field 0.5 V/L: 0.7182
Contact hole density: 1e+19 cm^-3
Drift-only entry field: 74.61 V/cm
Low-bias slope, numerical: 39.27
Low-bias slope, 4 pi^2: 39.48
Diffusion crossover voltage: 0.9072 V
Size of first Airy zero: 2.338
Diffusion excess at 5 V, numerical: 28.4 %
Diffusion excess at 5 V, formula: 25.4 %
Diffusion excess at 10 V, numerical: 17.1 %
Diffusion excess at 10 V, formula: 16 %
Diffusion excess at 20 V, numerical: 10.3 %
Diffusion excess at 20 V, formula: 10.1 %
Current with diffusion: 13.18 mA/cm2
Zero-field position with diffusion: 17.4 nm
Midfilm field/(V/L), with diffusion: 1.08
Midfilm field/(V/L), Mott-Gurney: 1.061
Mobility field coefficient: 0.001 (cm/V)^0.5
Field-mobility current change: -6.77 %
Field-mobility voltage power: 2.189
Dopant or filled-trap density: 1e+14 cm^-3
Doping current change: 2.02 %
Filled-trap current change: -2.01 %
Built-in voltage tested: 0.5 V
Built-in current change: -4.94 %
Glass thickness: 0.7 mm
Glass thermal conductivity: 1 W/(m K)
Mobility activation energy: 0.3 eV
Self-heating: 1.67 K
Self-heating current change: 6.65 %
Site density: 1e+21 cm^-3
Disorder width: 0.08 eV
Einstein ratio at mean density: 1.013
Einstein ratio at contact: 1.401
Opposite-carrier barrier: 1 eV
Tunnelling exponent: 228
Opposite thermionic current: 1.8e-05 mA/cm2
Rough breakdown field: 1 MV/cm
Exit field/breakdown field: 0.3
```
